\section*{Hard-wall confinement and subband alignment in an electron-hole bilayer transistor}

\section*{Problem}

The channel of an electron-hole bilayer transistor is a semiconductor slab of thickness $t$ between two gates. The top gate, next to the face $z=0$, attracts electrons. The bottom gate, next to the face $z=t$, attracts holes. Insulators of thicknesses $t_{\rm top}$, $t_{\rm bot}$ and relative permittivities $\kappa_{\rm top}$, $\kappa_{\rm bot}$ separate the gates from the slab, whose relative permittivity is $\kappa_s$. Tunnelling between the lowest subbands becomes possible in energy when the first electron level $E_{e1}$ has come down to the first hole level $E_{h1}$.

Take decoupled parabolic bands with gap $E_g$ and confinement masses $m_e$, $m_h$. Both carriers meet impenetrable walls at both faces. There is no fixed charge, and mobile charge is neglected up to alignment. Let
\begin{equation}
V=V_{\rm top}-V_{\rm bot}-(\Phi_{\rm top}-\Phi_{\rm bot})/q ,
\end{equation}
where $\Phi$ denotes a gate work function and $q>0$ the elementary charge.

\begin{enumerate}
\item[(a)] Find the condition for $E_{e1}=E_{h1}$ and the change in $V$ relative to alignment of the bare band edges.
\item[(b)] Find the confinement energies with both walls kept, and the effect of the far wall.
\item[(c)] Show that the aligned field is unique, bound it, and find how effectively the gates move the levels.
\item[(d)] Evaluate the shift for $E_g=0.70$ eV, $t=10$ nm, $m_e=0.05\,m_0$, $m_h=0.40\,m_0$, $\kappa_s=14$ and two 2 nm insulators with $\kappa=20$, where $m_0$ is the free-electron mass. Separate the roles of the two carriers and examine the thickness dependence.
\item[(e)] Decide when neglecting the mobile charge is justified.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Alignment condition}

Energies are in eV, lengths in nm and fields in V/nm, so an electron in a field $F$ along $+z$ has potential energy $Fz$, numerically in eV. Without charge the normal displacement is the same in all three layers. The insulator fields are therefore $\kappa_sF/\kappa_{\rm top}$ and $\kappa_sF/\kappa_{\rm bot}$, and adding the three potential drops gives
\begin{equation}
V=FT,\qquad
T=t+\kappa_s\left(\frac{t_{\rm top}}{\kappa_{\rm top}}+\frac{t_{\rm bot}}{\kappa_{\rm bot}}\right).
\end{equation}

The band edges in the slab are $E_c(z)=E_{c0}+Fz$ and $E_v(z)=E_{c0}-E_g+Fz$. The conduction edge is lowest at $z=0$ and the valence edge is highest at $z=t$. Let $\varepsilon_e$ and $\varepsilon_h$ be the positive ground-state energies measured from these two extrema. Hole energy counts downwards, so
\begin{align}
E_{e1}&=E_{c0}+\varepsilon_e(F),\\
E_{h1}&=E_{c0}-E_g+Ft-\varepsilon_h(F).
\end{align}
Equating the levels gives the field $F^*$ at alignment:
\begin{equation}
F^*t=E_g+\varepsilon_e(F^*)+\varepsilon_h(F^*). \label{align}
\end{equation}
Without confinement the band edges at opposite faces align at $F_0=E_g/t$, or $V_0=E_gT/t$. In the confined device the two subbands are still separated by $\varepsilon_e(F_0)+\varepsilon_h(F_0)$ at this voltage, so $V_0$ serves only as a reference. Subtracting it from $V^*=F^*T$ gives
\begin{equation}
\Delta V=V^*-V_0=\frac{T}{t}\left[\varepsilon_e(F^*)+\varepsilon_h(F^*)\right]. \label{shift}
\end{equation}
The energies must be taken at the new field $F^*$, not at $F_0$. If one gate is held fixed, the other must supply the whole of $\Delta V$, because only the difference enters $F$.

\subsection*{(b) Energies between two walls}

For either carrier let $x$ be the distance from its own wall, and let $k=\hbar^2/(2m)$ be expressed in eV\,nm$^2$. Electrons and holes then obey the same equation,
\begin{equation}
-k\psi''+Fx\psi=\varepsilon\psi,\qquad \psi(0)=\psi(t)=0.
\end{equation}
Set $\ell=(k/F)^{1/3}$, $s=\varepsilon/(F\ell)$ and $\xi=x/\ell-s$. Then $Fx-\varepsilon=F\ell\xi$ and $k/\ell^2=F\ell$, so the equation becomes $d^2\psi/d\xi^2=\xi\psi$. Its solution is $\alpha\,{\rm Ai}(\xi)+\beta\,{\rm Bi}(\xi)$. The walls lie at $\xi=-s$ and $\xi=L-s$, with $L=t/\ell$. A nonzero solution requires the determinant of the two boundary conditions to vanish:
\begin{equation}
{\rm Ai}(-s)\,{\rm Bi}(L-s)={\rm Bi}(-s)\,{\rm Ai}(L-s). \label{walls}
\end{equation}
The lowest root gives $\varepsilon=F\ell s$.

When the far wall is remote, $s$ approaches $a=2.3381$, where ${\rm Ai}(-a)=0$. To find the first correction, put $s=a+\delta$ and divide Eq.~(\ref{walls}) by ${\rm Bi}(L-s)$. With $r={\rm Ai}(L-a)/{\rm Bi}(L-a)$, first order in the small quantities gives
\begin{equation}
-\delta\,{\rm Ai}'(-a)=r\,{\rm Bi}(-a).
\end{equation}
The Wronskian ${\rm Ai}\,{\rm Bi}'-{\rm Ai}'\,{\rm Bi}=1/\pi$, taken at $-a$, gives ${\rm Bi}(-a)=-1/[\pi{\rm Ai}'(-a)]$. Hence
\begin{equation}
\delta\simeq\frac{{\rm Ai}(L-a)}{\pi[{\rm Ai}'(-a)]^2\,{\rm Bi}(L-a)}>0 .
\end{equation}
For large argument ${\rm Ai}/{\rm Bi}\simeq\frac12\exp[-\frac43(L-a)^{3/2}]$, so this correction falls rapidly.

Equation~(\ref{align}) shows why it can be small even in a thin slab. For the electron at alignment,
\begin{equation}
L_e-s_e=\frac{F^*t-\varepsilon_e}{F^*\ell_e}
=\frac{E_g+\varepsilon_h}{F^*\ell_e}. \label{forbidden}
\end{equation}
This is the scaled distance from the electron's classical turning point to the far wall. If it is well above one, the wall sits deep in the forbidden region. The hole result follows by exchanging the labels.

Dropping the far wall altogether gives $\varepsilon=ak^{1/3}F^{2/3}$. With $y=F^{1/3}$, the alignment condition becomes a cubic,
\begin{equation}
ty^3-Ky^2-E_g=0,\qquad K=a\left(k_e^{1/3}+k_h^{1/3}\right). \label{cubic}
\end{equation}
Its coefficients change sign once, so it has one positive root. Any slab wavefunction, continued by zero beyond the far wall, is an allowed trial function for the half-line. Removing that wall therefore cannot raise either energy, and the cubic cannot overestimate $F^*$.

\subsection*{(c) Uniqueness, bounds and gate efficiency}

Define $f(F)=Ft-E_g-\varepsilon_e(F)-\varepsilon_h(F)$, which is minus the gap between the two subbands. The Hellmann--Feynman theorem gives $d\varepsilon/dF=\langle x\rangle$ for each carrier, so
\begin{equation}
f'(F)=t-\langle x\rangle_e-\langle x\rangle_h=D, \label{centroid}
\end{equation}
where $D$ is the signed separation of the electron and hole centroids. Since $F=V/T$,
\begin{equation}
-\frac{d(E_{e1}-E_{h1})}{dV}=\frac{D}{T}.
\end{equation}
The gates act on the levels through the potential difference between the centroids, not between the two faces.

To fix the sign of $D$, measure each energy from mid-slab: $\mathcal E(F)=\varepsilon(F)-Ft/2$. Reflection about the centre makes $\mathcal E$ even in $F$. It is concave because it is the minimum, over normalized trial functions, of expressions linear in $F$. Second-order perturbation theory gives $\mathcal E''(0)<0$. Thus $\mathcal E'(F)=\langle x\rangle-t/2<0$ for every $F>0$: each centroid is in its own half of the slab, and $D>0$.

The function $f$ starts negative at $F=0$, rises, and is convex. A convex function with positive slope grows without limit, so $f$ has one positive root.

Convexity also bounds the root. Let $S_0=\varepsilon_e(F_0)+\varepsilon_h(F_0)$ and $D_0=D(F_0)$. Then $f(F_0)=-S_0$. The curve lies on or above its tangent at $F_0$, which gives the upper bound below. Its slope is less than $t$, which gives the lower one:
\begin{equation}
F_0+\frac{S_0}{t}<F^*\le F_0+\frac{S_0}{D_0}. \label{bounds}
\end{equation}
The lower bound is what results from adding the confinement energies at the old field $F_0$. It misses the further rise of those energies as the field is increased to compensate for them.

In the triangular limit, differentiating $\varepsilon\propto F^{2/3}$ gives $\langle x\rangle=2\varepsilon/(3F)$. Write $S=\varepsilon_e+\varepsilon_h$ at alignment and use $F^*=(E_g+S)/t$:
\begin{equation}
\frac Dt=1-\frac{2S}{3F^*t}=\frac{E_g+S/3}{E_g+S}. \label{efficiency}
\end{equation}
Strong confinement therefore reduces the gate efficiency as well as delaying alignment.

\subsection*{(d) Worked example and limits}

The effective thickness is
\begin{equation}
T=10+14\left(\frac2{20}+\frac2{20}\right)=12.8\ {\rm nm},\qquad \frac Tt=1.28 .
\end{equation}
Bare band edges would align at $F_0=0.70/10=0.070$ V/nm and $V_0=0.070\times12.8=0.896$ V. At this field $S_0=0.5447$ eV and $D_0=4.853$ nm. Multiplying Eq.~(\ref{bounds}) by $T$ gives
\begin{equation}
1.593\ {\rm V}<V^*<2.333\ {\rm V}.
\end{equation}

The simultaneous solution of Eqs.~(\ref{align}) and (\ref{walls}) is $F^*=0.16724$ V/nm, or 1.67 MV/cm. The energies are $\varepsilon_e=0.6482$ eV and $\varepsilon_h=0.3241$ eV. Their ratio is close to $(m_h/m_e)^{1/3}=2$, as the triangular law requires. The two sides of the alignment condition agree:
\begin{equation}
0.16724\times10=1.6724,\qquad
0.70+0.6482+0.3241=1.6723,
\end{equation}
in eV, apart from rounding. Hence
\begin{align}
V^*&=0.16724\times12.8=2.14\ {\rm V},\\
\Delta V&=1.28\times0.9724=1.24\ {\rm V}.
\end{align}
Confinement multiplies the alignment voltage by about 2.4. A grid solution of the layered Poisson equation and of both Schr\"odinger equations, which uses neither Airy functions nor the formula for $T$, gives the same voltage to the printed 0.01 mV. This checks the solution of the model, not the model's description of a material.

The far wall is almost irrelevant here. Equation~(\ref{forbidden}) gives $(0.70+0.3241)/(0.16724\times1.6578)=3.69$ for the electron, and its scaled energy rises by only $2.4\times10^{-5}$. The cubic reproduces $V^*$ to about 0.01 mV.

\paragraph{Two carriers together.}
Confining the electron alone shifts alignment by 0.675 V; confining the hole alone shifts it by 0.278 V. Their sum, 0.953 V, is less than the joint shift of 1.245 V. To see why, let $F_e$ and $F_h$ be the aligned fields with one carrier confined. Adding the second confinement energy lowers $f$, so $F^*$ exceeds both. Each $\varepsilon$ rises with field because $\langle x\rangle>0$, and therefore
\begin{equation}
F^*t-E_g>\varepsilon_e(F_e)+\varepsilon_h(F_h)
=(F_et-E_g)+(F_ht-E_g).
\end{equation}
Multiplication by $T/t$ turns this into the inequality between the shifts. Each carrier forces the other into a steeper well.

\paragraph{Gate efficiency.}
The centroids lie 2.58 nm and 1.29 nm from their walls, so $D=10-2.58-1.29=6.13$ nm from these rounded distances; the unrounded value is 6.12 nm. Equation~(\ref{efficiency}) gives the same 6.12 nm. A small increase in $V$ at alignment then moves the two levels relative to each other at the rate $D/T=0.478$ eV/V, compared with $t/T=0.781$ eV/V for bare edges.

\paragraph{Flat-box energies.}
At zero field the walls give $\pi^2k/t^2=0.0752$ eV for the electron and 0.0094 eV for the hole. Treating these as constant shifts would give
\begin{equation}
1.28\,(0.70+0.0752+0.0094)=1.00\ {\rm V},
\end{equation}
less than half of $V^*$. They correctly give the zero-field subband gap, but at alignment the field squeezes each carrier against one face. The sum of energies measured from the edges at those faces has grown from 0.085 to 0.972 eV.

\paragraph{Thickness.}
With the insulators unchanged, the results are:
\begin{center}
\begin{tabular}{cccc}
$t$ (nm) & $V_0$ (V) & $V^*$ (V) & $\Delta V$ (V)\\
6 & 1.03 & 3.63 & 2.61\\
10 & 0.90 & 2.14 & 1.24\\
15 & 0.83 & 1.59 & 0.76\\
20 & 0.80 & 1.35 & 0.56
\end{tabular}
\end{center}
In a thick slab, where $S\ll E_g$, the field stays near $F_0$ and
\begin{equation}
\Delta V\simeq\frac Tt\,K\left(\frac{E_g}{t}\right)^{2/3}.
\end{equation}
The 20 nm slab has not reached this limit: Eq.~(\ref{shift}) gives $S=0.556/1.14=0.49$ eV, still comparable with the gap.

In the opposite limit, $S\gg E_g$, set $E_g=0$ in Eq.~(\ref{align}) and divide by $F\ell_e$. The result contains only scaled lengths, which depend on $Ft^3$ and the masses. Thus $F^*\propto t^{-3}$ and $V^*\propto T/t^3$. The cubic estimates the coefficient of $F^*$ as $K^3$, but the far-wall correction need not vanish here, since the gap no longer lengthens the forbidden region. This limit is a property of the model only: when the confinement energies exceed the gap, decoupled parabolic bands and impenetrable walls no longer describe a real slab.

\subsection*{(e) Mobile charge and limits of the model}

A two-dimensional parabolic subband with twofold spin degeneracy has density of states $m/(\pi\hbar^2)$. If its edge lies $\Delta$ on the empty side of the relevant Fermi level, integrating the Fermi function gives
\begin{equation}
n=\frac{m k_BT_{\rm lat}}{\pi\hbar^2}
\ln\!\left(1+e^{-\Delta/k_BT_{\rm lat}}\right),
\end{equation}
where $T_{\rm lat}$ is the temperature. For this estimate the in-plane masses are set equal to the confinement masses. In a real valence band the two generally differ, and it is the in-plane mass that sets the density of states. Electrons are filled from the drain and holes from the source.

At 300 K, with 0.40 V of drain bias and the aligned level midway between the two Fermi levels, $\Delta=0.20$ eV for both carriers. The densities are $2.4\times10^8$ and $1.9\times10^9$ cm$^{-2}$, against a displacement equivalent to $1.3\times10^{13}$ cm$^{-2}$. Placing the charges at the faces and keeping the slab field fixed, Gauss's law adds
\begin{equation}
\delta V=\frac q{\epsilon_0}\left(
\frac{n\,t_{\rm top}}{\kappa_{\rm top}}+
\frac{p\,t_{\rm bot}}{\kappa_{\rm bot}}\right)
\end{equation}
to the insulator drops. This is 0.04 mV, so the neglect is justified. At zero bias with the aligned level at the common Fermi level, $\Delta=0$ and the same estimate gives 61 mV, about 5\% of $\Delta V$. This is an underestimate, because it omits the bending of the potential inside the slab. With the same densities, a self-consistent solution of the Schr\"odinger and Poisson equations gives about 90 mV, or 7\% of $\Delta V$.

The difference $V$ sets the field but not the position of the levels relative to the contacts. That position depends on the two gate voltages separately, and must be checked when only one gate is swept.

The constant electron mass is a doubtful assumption in this example: $\varepsilon_e=0.65$ eV is nearly as large as the gap. In the 6 nm row it fails outright, since there $\varepsilon_e$ is about 1.7 times the gap and the field is 4.1 MV/cm. Band coupling, omitted here, can then change both the energies and the levels near their crossing. The aligned field of 1.67 MV/cm is also far above the bulk breakdown fields usual for semiconductors with such a gap, so leakage through the slab, which the model omits, needs a separate check. Finite insulator barriers also matter. If the barrier stays above the level throughout the insulator, letting the wavefunction enter it enlarges the set of trial functions and lowers the confinement energy. The effect is large: with a 2 eV barrier at each carrier's own face and an insulator mass between 0.2 and $0.5\,m_0$, the shift in the 10 nm slab falls to about 0.8--0.9 V. The 1.24 V shift is therefore the result of the hard-wall, parabolic-band model, not a prediction for a particular semiconductor. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
gap 0.70 eV; slab 10.0 nm; slab permittivity 14
masses: electron 0.05, hole 0.40 (free-electron masses)
each insulator 2.0 nm, permittivity 20
hbar^2/(2 m0) = 0.038100 eV nm^2
first Airy zero magnitude = 2.338107
Airy slope at that zero = 0.701211
effective thickness T = 12.800 nm; T/t = 1.2800
band-edge alignment field F0 = 0.07000 V/nm
band-edge alignment voltage V0 = 0.8960 V
confinement sum at F0 = 0.5447 eV
centroid separation at F0 = 4.8533 nm
bounds on aligned voltage = 1.5933 to 2.3327 V
aligned field F* = 0.16724 V/nm = 1.6724 MV/cm
Airy lengths at F*: electron 1.6578 nm, hole 0.8289 nm
scaled widths L at F*: electron 6.032, hole 12.064
far-wall change of electron scaled energy = 2.433e-05
electron confinement energy = 0.6482 eV
hole confinement energy = 0.3241 eV
confinement sum = 0.9724 eV; slab drop = 1.6724 eV
aligned voltage, formula = 2.14063 V
aligned voltage, grid = 2.14063 V
aligned voltage, triangular wells = 2.14062 V
confinement shift = 1.2446 V = 1244.6 mV
shift, electron confinement only = 0.6752 V
shift, hole confinement only = 0.2780 V
sum of separate shifts = 0.9532 V
electron centroid from its wall = 2.5838 nm
hole centroid from its wall = 1.2920 nm
centroid separation = 6.1241 nm; triangular rule 6.1238 nm
gate efficiency D/T at alignment = 0.4784 eV/V
gate efficiency without confinement t/T = 0.7812 eV/V
flat-box energies: electron 0.0752 eV, hole 0.0094 eV
voltage from constant flat-box shifts = 1.0043 V
t =  6.0 nm: V0 = 1.0267 V, V* = 3.6322 V, shift = 2.6055 V
t = 10.0 nm: V0 = 0.8960 V, V* = 2.1406 V, shift = 1.2446 V
t = 15.0 nm: V0 = 0.8307 V, V* = 1.5904 V, shift = 0.7597 V
t = 20.0 nm: V0 = 0.7980 V, V* = 1.3538 V, shift = 0.5558 V
temperature 300 K; drain bias 0.40 V; kT = 0.02585 eV
biased densities: n = 2.36e+08, p = 1.89e+09 cm^-2
zero-bias densities: n = 3.74e+11, p = 2.99e+12 cm^-2
displacement divided by q = 1.29e+13 cm^-2
extra insulator drop, biased = 0.0384 mV
extra insulator drop, zero bias = 61.0 mV
\end{verbatim}
